\section*{The Band Gradient in a Nonorthogonal Local Basis}

\section{Bloch sums and their matrices}

Q: You want the slope of a band from local orbitals that overlap. What are the matrices, and why may each $k$ be treated alone?

A: Take a ring of $N$ cells of length $a$, with orbitals $\phi_i(r-R)$ repeated in every cell $R$. I write one dimension; in three, each component of the gradient of a nondegenerate band is treated the same way, while at a point where levels touch the derivative must be taken along one chosen direction at a time. Atomic units are used in the algebra, so $\hbar=1$. The Bloch sums are
\begin{equation}
\chi_{ik}=\frac{1}{\sqrt N}\sum_R e^{ik(R+t_i)}\phi_i(r-R),
\end{equation}
where $t_i$ is a phase choice: $t_i=0$ gives cell phases, and $t_i=\tau_i$, the orbital's position in its cell, gives atom phases. Translation symmetry makes $\langle\phi_{iR}|\hat H|\phi_{jR'}\rangle$ depend on $L=R'-R$ alone. Call it $H_{ij}(L)$. Then
\begin{equation}
\langle\chi_{ik}|\hat H|\chi_{jk'}\rangle
=\frac1N\sum_R e^{i(k'-k)R}\sum_L e^{ik'(L+t_j)-ikt_i}H_{ij}(L).
\end{equation}
For the allowed $k$ values of the ring the sum over $R$ is $N\delta_{kk'}$. Different $k$ therefore do not mix, and
\begin{equation}
H_{ij}(k)=\sum_L e^{ik(L+t_j-t_i)}H_{ij}(L),
\end{equation}
with the same form for the overlap $S_{ij}(k)$. The crystal momentum $k$ labels the factor $e^{ika}$ that a state acquires under translation by one cell.

Q: And the energies?

A: For $\psi=\sum_i c_i\chi_{ik}$ the mean energy is $c^\dagger Hc/c^\dagger Sc$. Making it stationary with respect to $c^\dagger$ gives
\begin{equation}
Hc=E\,Sc,\qquad c^\dagger Sc=1. \label{gen}
\end{equation}
I assume that $S(k)$ is positive definite, so the orbitals are linearly independent, and that the matrix elements decay fast enough for the lattice sums to be differentiated term by term. The orbitals and the potential do not change with $k$. Here $E(k)$ is the band energy within the chosen basis, which need not be complete.

\section{The slope of a single band}

Q: For orthogonal orbitals I would use $c^\dagger H'c$, with a prime for $d/dk$. Why should overlap alter that? And I distrust any proof that differentiates $c$, whose phase is arbitrary.

A: Then let us not differentiate it. Suppose $E(k)$ is nondegenerate. Write $c$, $E$, $H$, $S$ for quantities at $k$, and $c_q$, $E_q$, $H_q$, $S_q$ for those at $k+q$. An isolated level has a continuous eigenspace, so the phase of $c_q$ can be chosen to make $c_q\to c$ as $q\to0$. Two equations hold:
\begin{align}
c^\dagger(H_q-E_qS_q)c_q&=0,\\
c^\dagger(H-ES)c_q&=0.
\end{align}
The first is the eigenvalue equation at $k+q$. The second is the adjoint of the equation at $k$, since $H$ and $S$ are Hermitian and $E$ is real. Subtract them and use
\begin{equation}
E_qS_q-ES=(E_q-E)S_q+E(S_q-S).
\end{equation}
The result is
\begin{equation}
(E_q-E)\,c^\dagger S_qc_q=c^\dagger\big[(H_q-H)-E(S_q-S)\big]c_q. \label{finite}
\end{equation}
Divide by $q$ and let $q\to0$. On the left $c^\dagger S_qc_q\to c^\dagger Sc=1$, so the limit of $(E_q-E)/q$ exists and
\begin{equation}
\frac{dE}{dk}=c^\dagger\left(\frac{dH}{dk}-E\frac{dS}{dk}\right)c. \label{main}
\end{equation}

Q: What does the second term mean physically?

A: Freeze the coefficients and move $k$ to $k+q$. The Bloch sums change, and so does the squared norm of the state, which becomes $1+q\,c^\dagger S'c$ to first order. The energy is a quotient, and its derivative at frozen $c$ is
\begin{equation}
\left.\frac{d}{dk}\frac{c^\dagger Hc}{c^\dagger Sc}\right|_{c}
=c^\dagger H'c-E\,c^\dagger S'c .
\end{equation}
The overlap term removes a change of norm that would otherwise be counted as a change of energy. The change of $c$ itself has no first-order effect, because the quotient is stationary.

\section{Where levels touch}

Q: At a crossing your continuous $c_q$ is not available. Does the formula fail?

A: With an arbitrary vector from the degenerate space it can fail. Let $E$ be $g$-fold degenerate, and let the columns of $C$ span its eigenspace with $C^\dagger SC=1$. For small $q>0$, order the $g$ nearby levels $E_m(q)$ and choose eigenvectors $c_m(q)$ orthonormal with respect to $S_q$. Along a suitable sequence $q\to0$ they converge to $Cu_m$, with orthonormal $u_m$. Repeating the subtraction with $C^\dagger$ on the left gives
\begin{equation}
\frac{E_m(q)-E}{q}\,C^\dagger S_qc_m
=C^\dagger\frac{(H_q-H)-E(S_q-S)}{q}\,c_m .
\end{equation}
Since $C^\dagger S_qc_m\to u_m$, the quotient on the left has a limit $\lambda_m$, and
\begin{equation}
C^\dagger(H'-ES')C\,u_m=\lambda_mu_m. \label{deg}
\end{equation}
The $g$ orthonormal vectors $u_m$ exhaust the eigenvalues of this small matrix. The ordering fixes which level has which slope, so the limit does not depend on the sequence. For $q<0$ the order of the slopes is reversed, as it must be when lines cross.

\section{What the shortened formula depends on}

Q: Suppose I keep $S$ in the eigenvalue problem but use $c^\dagger H'c$ for the slope. How wrong am I?

A: Call that the naive gradient. By (\ref{main}), naive minus true is
\begin{equation}
\Delta=E\,c^\dagger S'c. \label{err}
\end{equation}

Q: That contains $E$ itself. The zero of energy is mine to choose!

A: It is, and the naive result changes with it. Adding a constant $w$ to the potential changes the matrix elements by $w\langle\phi_{iR}|\phi_{jR'}\rangle$, so $H\to H+wS$. The vectors stay the same and $E\to E+w$. In the full formula
\begin{equation}
H'+wS'-(E+w)S'=H'-ES',
\end{equation}
whereas the naive gradient changes by $w\,c^\dagger S'c$. With the zero placed at $E(k)$ the naive value is right for that state, but a different zero is then needed along a dispersing band.

Q: Is the phase choice in the Bloch sums at least harmless?

A: For the full formula, yes. Let $T=\mathrm{diag}(\tau_i)$ and $U=e^{ikT}$. Going from cell to atom phases means $\tilde H=U^\dagger HU$, $\tilde S=U^\dagger SU$ and $\tilde c=U^\dagger c$. Since $U'=iTU$ and $(U^\dagger)'=-iU^\dagger T$,
\begin{equation}
\tilde H'=U^\dagger\big[H'+i(HT-TH)\big]U .
\end{equation}
Taking the expectation value, and using $Hc=ESc$ and its adjoint,
\begin{align}
\tilde c^\dagger\tilde H'\tilde c&=c^\dagger H'c+iE\,c^\dagger(ST-TS)c,\\
\tilde c^\dagger\tilde S'\tilde c&=c^\dagger S'c+i\,c^\dagger(ST-TS)c .
\end{align}
Multiply the second line by $E$ and subtract: the extra terms cancel. The naive gradient keeps the extra term of the first line.

\section{A chain with two orbitals}

Q: Show me a case where the error can be written down.

A: Put orbital A at $0$ and B at $\tau$ in each cell, both with on-site energy $\varepsilon$. Bond 1 joins A to B in the same cell, and bond 2 joins A to B in the cell to the left. The overlaps are $s_j$ and the hoppings $h_j=\beta_j+\varepsilon s_j$. This split makes $\beta_j$ independent of the energy zero. With $p=0$ for cell phases and $p=\tau$ for atom phases,
\begin{equation}
S_{AB}\equiv s(k)=s_1e^{ikp}+s_2e^{ik(p-a)},
\end{equation}
and $H_{AB}$ has $h_j$ in place of $s_j$. Define $x=E-\varepsilon$ and $b_j=\beta_j-xs_j$. Since $h_j-Es_j=b_j$, the eigenvalue equations become
\begin{equation}
-xc_A+b\,c_B=0,\qquad b^*c_A-xc_B=0,
\end{equation}
with $b=b_1e^{ikp}+b_2e^{ik(p-a)}$. A nonzero solution needs $x^2=|b|^2$. With $\theta=ka$,
\begin{equation}
x^2=b_1^2+b_2^2+2b_1b_2\cos\theta. \label{disp}
\end{equation}

Q: But $b_j$ contains $x$.

A: Yes, so differentiate implicitly, with $b_j'=-s_jx'$:
\begin{align}
2xx'={}&-2x'\big[s_1b_1+s_2b_2+(s_1b_2+s_2b_1)\cos\theta\big]\nonumber\\
&-2ab_1b_2\sin\theta .
\end{align}
Call the square bracket $G$. Collecting the terms in $x'$ gives
\begin{equation}
\frac{dE}{dk}=x'=-\frac{ab_1b_2\sin\theta}{x+G}. \label{slope}
\end{equation}

Q: Now the omitted term, please, without skipping the normalization.

A: Take $x\neq0$. Then $c_A=bc_B/x$, and $|b|^2=x^2$ gives $|c_A|=|c_B|$. Multiplying out shows that $\mathrm{Re}(b^*s)=G$. The normalization is therefore
\begin{equation}
1=2|c_B|^2+2\,\mathrm{Re}(c_A^*s\,c_B)=2|c_B|^2\left(1+\frac Gx\right),
\end{equation}
so $2|c_B|^2=x/(x+G)$. The diagonal of $S$ is constant, hence
\begin{equation}
c^\dagger S'c=2\,\mathrm{Re}(c_A^*s'c_B)=\frac{\mathrm{Re}(b^*s')}{x+G}.
\end{equation}
Differentiating $s(k)$ and multiplying by $b^*$,
\begin{equation}
b^*s'=ips_1(b_1+b_2e^{i\theta})+i(p-a)s_2(b_1e^{-i\theta}+b_2).
\end{equation}
Its real part is $-[ps_1b_2+(a-p)s_2b_1]\sin\theta$. Dividing by (\ref{slope}) removes both $\sin\theta$ and $x+G$. The error relative to the true gradient is
\begin{equation}
r=\frac{\Delta}{dE/dk}=\frac Ea\left[p\,\frac{s_1}{b_1}+(a-p)\frac{s_2}{b_2}\right]. \label{r}
\end{equation}
If $s_1/b_1=s_2/b_2$, the phase choice drops out. For small overlaps $b_j\approx\beta_j$, and $r$ is first order in $s_j$ at a fixed energy zero.

\section{Numbers halfway to the zone edge}

Q: Is it a large error for sensible parameters?

A: Take $a=2.45$, $\tau=1.20$ angstrom, $\beta_1=-2.90$, $\beta_2=-2.10$ eV, $s_1=0.14$ and $s_2=0.11$. Let $\varepsilon$ be either $0$ (on-site zero) or $-4.50$ eV (vacuum zero). The eigenvalues of $S$ are $1\pm|s(k)|$, the smallest being $1-0.25=0.75$, so $S$ is safely positive.

At $\theta=\pi/2$ the lower band has $x=-3.040$ eV. Thus $b_1=-2.90+0.14\times3.040=-2.474$ eV and $b_2=-2.10+0.11\times3.040=-1.766$ eV. The cosine vanishes, so $G=0.14b_1+0.11b_2=-0.541$ eV and
\begin{equation}
\frac{dE}{dk}=-\frac{2.45\times2.474\times1.766}{-3.040-0.541}
=2.99\ \text{eV angstrom}.
\end{equation}
A central difference of the eigenvalues gives the same value, 2.9896 eV angstrom to the digits printed. Dividing by $\hbar$ gives a group velocity of $4.54\times10^7$ cm/s.

With cell phases and the on-site zero, (\ref{r}) gives $r=(-3.040)(0.11)/(-1.766)=0.189$. With the vacuum zero the prefactor is $E=-3.040-4.50=-7.540$ eV, and $r=0.470$. For both bands the naive gradients, in eV angstrom, are:

\begin{center}
\begin{tabular}{llrr}
zero & phases & lower & upper\\
on-site & cell & 3.56 & $-5.04$\\
on-site & atom & 3.53 & $-5.08$\\
vacuum & cell & 4.39 & $-6.23$\\
vacuum & atom & 4.33 & $-6.23$\\
true & either & 2.99 & $-6.19$
\end{tabular}
\end{center}

Q: The upper band is nearly right with the vacuum zero. Is that zero the better one?

A: No. There $x=4.355$ eV, so $E=4.355-4.50=-0.145$ eV: the state happens to lie close to the chosen zero, and the error is 0.6 percent. The same zero gives 47 percent in the lower band. With the on-site zero the errors are $+18.9$ and $-18.6$ percent for cell phases. The phase choice matters little here because $s_1/b_1$ and $s_2/b_2$ are close: $-0.057$ and $-0.062$ per eV in the lower band.

Q: Why are the true slopes so unequal?

A: With $s_j=0$, (\ref{disp}) and (\ref{slope}) give equal and opposite slopes. Overlap makes $|b_j|$ smaller for negative $x$ and larger for positive $x$. At this $k$, $x+G$ is $-3.58$ eV in the lower band and $+3.58$ eV in the upper, so the difference comes from the product $b_1b_2$.

\section{The band edge and the closed gap}

Q: At the zone edge the slope vanishes, and so does your error. Surely the effective mass is then safe?

A: The error vanishes, but its ratio to the slope does not. Near the edge $k_e=\pi/a$ write $dE/dk=\kappa(k-k_e)$ to first order. The naive gradient is $(1+r)\kappa(k-k_e)$, so the curvature inferred from it is $(1+r)\kappa$, with $r$ taken at the edge. The inferred mass is
\begin{equation}
m_{\rm naive}=\frac{m}{1+r}.
\end{equation}
At $\theta=\pi$, (\ref{disp}) gives $x^2=(b_1-b_2)^2$. In the lower band $x=b_1-b_2=-0.80-0.03x$, so $x=-0.80/1.03=-0.777$ eV. In the upper band $x=0.80/0.97=0.825$ eV, and the gap is 1.60 eV.

For the valence edge $b_2=-2.10+0.11\times0.777=-2.015$ eV. With the vacuum zero and cell phases, $r=(-5.277)(0.11)/(-2.015)=0.288$. The true hole mass is $0.1806\,m_e$, or $0.181\,m_e$ rounded; the naive one is $0.1806/1.288=0.140\,m_e$, too small by 22 percent. With the on-site zero it is 4 percent too small.

Q: What if the bonds become equal?

A: Then the gap closes at $\theta=\pi$. Let both bonds have the mean values $\beta=-2.50$ eV and $s=0.125$. With cell phases both off-diagonal elements vanish there, and both levels equal $\varepsilon$. Their derivatives are $H_{AB}'=ia(\beta+\varepsilon s)$ and $S_{AB}'=ias$. The matrix in (\ref{deg}) has zero diagonal and off-diagonal element
\begin{equation}
ia(\beta+\varepsilon s)-\varepsilon(ias)=ia\beta .
\end{equation}
Its eigenvalues are $\pm a|\beta|=\pm2.45\times2.50=\pm6.125$ eV angstrom. These are also the slopes of the equivalent chain with one orbital per cell of length $a/2$. Without the overlap term they would be $\pm a|\beta+\varepsilon s|$, which depend on the energy zero.

\section{How far the model can be trusted}

Q: Which material is this supposed to resemble?

A: The $\pi$ bands of a bond-alternating carbon chain such as trans-polyacetylene, for which a gap of roughly 1.5 eV is typical. The parameters are round, rough values, and $\beta_1-\beta_2$ was chosen to give a gap of that size, so the gap is no prediction. The overlaps are also chosen, not computed: Slater $2p$ orbitals with exponent 1.625 per bohr give 0.244 at a bond length of 1.40 angstrom, about twice my values. The percentages above therefore illustrate the effect and are not predictions for the polymer. Positions are projected on the chain axis.

Q: And what if hopping reaches beyond the nearest neighbour?

A: That matters a good deal. The Slater overlap at 2.45 angstrom is 0.0322, a fraction 0.132 of the bond value. Scaling the mean $\beta$ and $s$ by this fraction gives second-neighbour estimates $\beta_2'=-0.329$ eV and $s_2'=0.0165$ (here the prime is part of the name). They add $2(\beta_2'+\varepsilon s_2')\cos\theta$ to the diagonal of $H$ and $2s_2'\cos\theta$ to that of $S$. At $\theta=\pi/2$ both additions vanish, so $E$ and $c$ are unchanged there, but their derivatives do not vanish. By (\ref{main}), and with $|c_A|^2+|c_B|^2=x/(x+G)$, the slope changes by
\begin{equation}
-2a(\beta_2'-xs_2')\,\frac{x}{x+G}.
\end{equation}
For the lower band this is $-4.90\times(-0.279)\times0.849=1.16$ eV angstrom, which raises the slope from 2.99 to 4.15. The upper slope goes from $-6.19$ to $-3.80$. Each changes in magnitude by about 39 percent of its nearest-neighbour value, and the hole mass falls from 0.181 to $0.154\,m_e$.

Q: So your neglected hopping is as important as the term you defend!

A: In the lower band, with the vacuum zero and cell phases, they are comparable in size: 1.16 against 1.40 eV angstrom. That is not general, because the omission error depends on the energy zero. In the upper band with the same choices it is only 0.04 eV angstrom in magnitude, while the longer hopping changes the slope by 2.39. The two also differ in kind. The range of hopping decides which model is being solved. The overlap term decides whether the slope belongs to that model's own band. In the longer-ranged model, with the vacuum zero and cell phases, omitting it still adds 1.92 eV angstrom to a true lower-band slope of 4.15, or 46 percent.

Two further limits apply. In the nearest-neighbour model, with the assumed value $\varepsilon=-4.50$ eV, the top of the upper band lies 2.17 eV above vacuum, where a bound local basis cannot describe the continuum, so that part of the band should not be read as a material property. Electron interaction, lattice motion and coupling between chains are left out, and their effect on these slopes is not estimated here. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
period a, separation tau: 2.45, 1.20 angstrom
beta_1, beta_2: -2.90, -2.10 eV
overlaps s_1, s_2: 0.14, 0.11
on-site energy from vacuum: -4.50 eV
smallest eigenvalue of S(k): 0.7500
band gap at zone edge: 1.6014 eV
ring minus Bloch levels, largest: 3.8e-15 eV
random lattice, formula minus slope: 3.9e-10 (model units)
chain, formula minus slope: 3.4e-07 eV angstrom
k halfway to zone edge: 0.6411 1/angstrom
lower band: E - on-site = -3.0398 eV
  b_1, b_2: -2.4744, -1.7656 eV
  c+S'c, cell phases: -0.1863 angstrom
  true gradient: 2.9896 eV angstrom
  numerical slope: 2.9896 eV angstrom
  group velocity: 4.542e+07 cm/s
  naive, on-site zero, cell phases: 3.5557 eV angstrom, error +0.5662 (+18.9 %)
  naive, on-site zero, atom phases: 3.5302 eV angstrom, error +0.5407 (+18.1 %)
  naive, vacuum zero, cell phases: 4.3939 eV angstrom, error +1.4043 (+47.0 %)
  naive, vacuum zero, atom phases: 4.3307 eV angstrom, error +1.3411 (+44.9 %)
upper band: E - on-site = 4.3555 eV
  b_1, b_2: -3.5098, -2.5791 eV
  c+S'c, cell phases: 0.2642 angstrom
  true gradient: -6.1941 eV angstrom
  numerical slope: -6.1941 eV angstrom
  group velocity: -9.411e+07 cm/s
  naive, on-site zero, cell phases: -5.0435 eV angstrom, error +1.1506 (-18.6 %)
  naive, on-site zero, atom phases: -5.0800 eV angstrom, error +1.1141 (-18.0 %)
  naive, vacuum zero, cell phases: -6.2323 eV angstrom, error -0.0382 (+0.6 %)
  naive, vacuum zero, atom phases: -6.2311 eV angstrom, error -0.0370 (+0.6 %)
equal bonds, slopes at degeneracy: -6.1250, 6.1250 eV angstrom
hole mass at valence edge, true: 0.1806 m_e
  naive mass, on-site zero, cell phases: 0.1733 m_e (-4.1 %)
  naive mass, on-site zero, atom phases: 0.1735 m_e (-3.9 %)
  naive mass, vacuum zero, cell phases: 0.1402 m_e (-22.4 %)
  naive mass, vacuum zero, atom phases: 0.1415 m_e (-21.7 %)
Slater pi overlap at 1.40 and 2.45 angstrom: 0.2443, 0.0322
second-neighbour beta: -0.3292 eV, overlap: 0.0165
with second neighbours, lower gradient: 4.1511 eV angstrom
  omission error, vacuum zero, cell phases: +1.9207 eV angstrom
with second neighbours, upper gradient: -3.8042 eV angstrom
  omission error, vacuum zero, cell phases: -0.0240 eV angstrom
with second neighbours, hole mass: 0.1544 m_e
top of upper band from vacuum: +2.1667 eV
\end{verbatim}
